# From the RPA log-determinant to a zero-point energy difference: a numerical check

```python
"""Plasmon formula for the direct-RPA correlation energy.

Results under test (atomic units, a and b nonnegative):
  integral_0^inf ln[(w^2+a^2)/(w^2+b^2)] dw = pi (a-b)
  (1/2pi) integral_0^inf ln det[1-chi0(iw) v] dw = (1/2) sum(Omega-D)
  E_c = (1/2) sum(Omega-D) - (1/2) Tr K
D: orbital-energy gaps; K = 2(ia|jb): closed-shell direct coupling;
Omega^2: eigenvalues of D^2 + 2 D^(1/2) K D^(1/2);
chi0: independent-particle response; v: Coulomb interaction.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_sylvester
from pyscf import gto, dft


def log_ratio(w, a, b):
    return np.log1p((a*a - b*b)/(w*w + b*b))


def rpa_frequencies(gaps, coupling):
    root = np.sqrt(gaps)
    matrix = np.diag(gaps**2) + 2*root[:, None]*coupling*root[None, :]
    return np.sqrt(np.linalg.eigvalsh(matrix))


# Scalar integral, by quadrature of its definition.
def integral_by_quadrature(a, b):
    low = quad(log_ratio, 0, 1, args=(a, b), epsabs=1e-11, limit=300)[0]
    high = quad(log_ratio, 1, np.inf, args=(a, b), epsabs=1e-11, limit=300)[0]
    return low + high


for a, b in [(3.0, 1.0), (0.2, 5.0), (2.0, 0.0), (1.1, 1.0)]:
    assert abs(integral_by_quadrature(a, b) - np.pi*(a - b)) < 1e-7
a, b, cutoff = 3.0, 1.0, 100.0
scalar_numeric = integral_by_quadrature(a, b)
cut_integral = quad(log_ratio, 0, cutoff, args=(a, b), epsabs=1e-11, limit=300)[0]
missing_tail = np.pi*(a - b) - cut_integral
tail_estimate = (a*a - b*b)/cutoff
# The estimate is the leading term; the next one is smaller by 1/cutoff^2.
assert abs(missing_tail/tail_estimate - 1) < 2e-3
print(f"Scalar integral inputs a, b: {a:.1f}, {b:.1f} (dimensionless)")
print(f"Scalar integral by quadrature: {scalar_numeric:.8f} (dimensionless)")
print(f"pi(a-b): {np.pi*(a-b):.8f} (dimensionless)")
print(f"Cutoff W: {cutoff:.0f} (dimensionless)")
print(f"Part missing beyond W: {missing_tail:.6f} (dimensionless)")
print(f"Tail estimate (a^2-b^2)/W: {tail_estimate:.6f} (dimensionless)")

# Two coupled bosons, diagonalized in a product number basis.
model_gaps = np.array([1.0, 2.0])
model_coupling = np.array([[0.5, 0.3], [0.3, 0.4]])
levels = 28
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
identity = np.eye(levels)
bosons = [np.kron(lower, identity), np.kron(identity, lower)]
displacements = [op + op.T for op in bosons]
free_part = sum(model_gaps[p]*bosons[p].T @ bosons[p] for p in range(2))
interaction = 0.5*sum(model_coupling[p, q]*displacements[p] @ displacements[q]
                      for p in range(2) for q in range(2))
boson_ground = np.linalg.eigvalsh(free_part + interaction)[0]
boson_first_order = interaction[0, 0]
model_omega = rpa_frequencies(model_gaps, model_coupling)
model_shift = 0.5*(model_omega.sum() - model_gaps.sum())
assert abs(boson_ground - model_shift) < 1e-7
assert abs(boson_first_order - 0.5*np.trace(model_coupling)) < 1e-12
print(f"Model gaps D1, D2: {model_gaps[0]:.1f}, {model_gaps[1]:.1f} hartree")
print(f"Model K11, K12, K22: {model_coupling[0,0]:.1f}, "
      f"{model_coupling[0,1]:.1f}, {model_coupling[1,1]:.1f} hartree")
print(f"Model Omega1, Omega2: {model_omega[0]:.6f}, {model_omega[1]:.6f} hartree")
print(f"Model ground energy, number basis: {boson_ground:.8f} hartree")
print(f"Model zero-point difference: {model_shift:.8f} hartree")
print(f"Model first-order energy: {boson_first_order:.6f} hartree")
print(f"Model energy beyond first order: {boson_ground-boson_first_order:.8f} hartree")

# F2 with PBE orbitals.
bond_angstrom = 1.40
bohr_angstrom = constants.physical_constants["Bohr radius"][0]*1e10
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
molecule = gto.M(atom=[["F", (0, 0, 0)], ["F", (0, 0, bond_angstrom/bohr_angstrom)]],
                 unit="Bohr", basis="6-31g", verbose=0)
mean_field = dft.RKS(molecule)
mean_field.xc = "pbe"
mean_field.conv_tol = 1e-10
mean_field.kernel()
assert mean_field.converged
coeff, energies = mean_field.mo_coeff, mean_field.mo_energy
n_ao, n_occ = molecule.nao, molecule.nelectron//2
occ, vir = coeff[:, :n_occ], coeff[:, n_occ:]
gaps = (energies[None, n_occ:] - energies[:n_occ, None]).ravel()
assert gaps.min() > 0
products = np.einsum("mi,na->mnia", occ, vir).reshape(n_ao**2, -1)
coulomb = molecule.intor("int2e").reshape(n_ao**2, n_ao**2)
coupling = 2*products.T @ coulomb @ products
coupling = 0.5*(coupling + coupling.T)
assert np.linalg.eigvalsh(coupling).min() > -1e-10


def chi0(w):
    """Response in the space of atomic-orbital products, both spins."""
    return -(products*(4*gaps/(gaps**2 + w*w))) @ products.T


# Response formula against the linearized Liouville equation.
overlap = molecule.intor("int1e_ovlp")
s_val, s_vec = np.linalg.eigh(overlap)
s_half = (s_vec*np.sqrt(s_val)) @ s_vec.T
s_inv_half = (s_vec/np.sqrt(s_val)) @ s_vec.T
orbitals = s_half @ coeff
hamiltonian = (orbitals*energies) @ orbitals.T
density0 = orbitals[:, :n_occ] @ orbitals[:, :n_occ].T
random = np.random.default_rng(4)
field = random.normal(size=(n_ao, n_ao))
field = field + field.T
field_orth = s_inv_half @ field @ s_inv_half
for w in (0.3, 2.0):
    change = solve_sylvester(hamiltonian - 1j*w*np.eye(n_ao), -hamiltonian + 0j,
                             -(field_orth @ density0 - density0 @ field_orth) + 0j)
    direct = 2*s_inv_half @ change @ s_inv_half
    direct = 0.5*(direct + direct.T)
    formula = (chi0(w) @ field.ravel()).reshape(n_ao, n_ao)
    formula = 0.5*(formula + formula.T)
    assert np.linalg.norm(direct - formula) < 1e-8*np.linalg.norm(formula)


def log_det_and_trace(w):
    product = chi0(w) @ coulomb
    sign, log_det = np.linalg.slogdet(np.eye(n_ao**2) - product)
    assert sign > 0
    return log_det, np.trace(product)


# Coupling-strength integration at fixed frequency.
x_lam, weight_lam = np.polynomial.legendre.leggauss(16)
for w in (0.3, 2.0):
    product = chi0(w) @ coulomb
    total = 0.0
    for x, weight in zip(x_lam, weight_lam):
        strength = 0.5*(x + 1)
        screened = np.linalg.solve(np.eye(n_ao**2) - strength*product, product)
        total += 0.5*weight*np.trace(screened)
    assert abs(total + log_det_and_trace(w)[0]) < 1e-7

# RPA frequencies from the symmetric and from the nonsymmetric problem.
omega = rpa_frequencies(gaps, coupling)
a_matrix = np.diag(gaps) + coupling
full_matrix = np.block([[a_matrix, coupling], [-coupling, -a_matrix]])
full_eigen = np.linalg.eigvals(full_matrix)
assert np.abs(full_eigen.imag).max() < 1e-5
positive = np.sort(full_eigen.real[full_eigen.real > 0])
assert len(positive) == len(omega)
assert np.abs(positive - omega).max() < 1e-6
mode_shifts = omega - np.sort(gaps)
assert mode_shifts.min() > -1e-9

# Frequency integration on a mapped Gauss-Legendre grid.
n_freq, scale = 60, 2.0
x_freq, weight_freq = np.polynomial.legendre.leggauss(n_freq)
frequencies = scale*(1 + x_freq)/(1 - x_freq)
weights = weight_freq*2*scale/(1 - x_freq)**2
values = np.array([log_det_and_trace(w) for w in frequencies])
factorized = np.array([log_ratio(w, omega, np.sort(gaps)).sum() for w in frequencies])
assert np.abs(values[:, 0] - factorized).max() < 1e-8
assert np.all(values.sum(axis=1) < 1e-10)
log_part = weights @ values[:, 0]/(2*np.pi)
trace_part = weights @ values[:, 1]/(2*np.pi)
zero_coupled, zero_free = 0.5*omega.sum(), 0.5*gaps.sum()
zero_difference = zero_coupled - zero_free
first_order = 0.5*np.trace(coupling)
energy_integral = log_part + trace_part
energy_plasmon = zero_difference - first_order
assert abs(log_part - zero_difference) < 1e-6
assert abs(trace_part + first_order) < 1e-6
assert abs(energy_integral - energy_plasmon) < 1e-6
assert energy_plasmon < 0

# Spin-resolved transitions: the triplet half must add nothing.
spin_gaps = np.concatenate([gaps, gaps])
spin_coupling = np.kron(np.ones((2, 2)), coupling/2)
spin_omega = rpa_frequencies(spin_gaps, spin_coupling)
spin_energy = 0.5*(spin_omega.sum() - spin_gaps.sum() - np.trace(spin_coupling))
assert abs(spin_energy - energy_plasmon) < 1e-8

# Large-frequency laws; corrections are of relative order (largest gap/w)^2.
w_large = 300.0
log_large, trace_large = log_det_and_trace(w_large)
dk = gaps[:, None]*coupling
assert abs(log_large*w_large**2/(2*np.trace(dk)) - 1) < 0.05
assert abs((log_large + trace_large)*w_large**4/(-2*np.trace(dk @ dk)) - 1) < 0.05

log_one, trace_one = log_det_and_trace(1.0)
print(f"F2 bond length: {bond_angstrom:.2f} angstrom")
print(f"F2 basis functions: {n_ao} (count)")
print(f"F2 occupied orbitals: {n_occ} (count)")
print(f"F2 spatial transitions: {len(gaps)} (count)")
print(f"F2 smallest and largest gap D: {gaps.min():.6f}, {gaps.max():.6f} hartree")
print(f"F2 smallest and largest Omega: {omega.min():.6f}, {omega.max():.6f} hartree")
print(f"F2 largest ordered mode shift: {mode_shifts.max():.6f} hartree")
print(f"F2 ln det at w = 1 hartree: {log_one:.6f} (dimensionless)")
print(f"F2 Tr chi0 v at w = 1 hartree: {trace_one:.6f} (dimensionless)")
print(f"Frequency grid points: {n_freq} (count)")
print(f"F2 half sum of Omega: {zero_coupled:.6f} hartree")
print(f"F2 half sum of D: {zero_free:.6f} hartree")
print(f"F2 zero-point difference: {zero_difference:.6f} hartree")
print(f"F2 log-determinant integral/(2 pi): {log_part:.6f} hartree")
print(f"F2 first-order term Tr K/2: {first_order:.6f} hartree")
print(f"F2 trace integral/(2 pi): {trace_part:.6f} hartree")
print(f"F2 E_c from frequency integral: {energy_integral:.6f} hartree")
print(f"F2 E_c from plasmon formula: {energy_plasmon:.6f} hartree")
print(f"F2 E_c from spin-resolved transitions: {spin_energy:.6f} hartree")
print(f"F2 E_c converted: {energy_plasmon*hartree_ev:.4f} eV")
print("OK")
```

It prints:

```
Scalar integral inputs a, b: 3.0, 1.0 (dimensionless)
Scalar integral by quadrature: 6.28318531 (dimensionless)
pi(a-b): 6.28318531 (dimensionless)
Cutoff W: 100 (dimensionless)
Part missing beyond W: 0.079987 (dimensionless)
Tail estimate (a^2-b^2)/W: 0.080000 (dimensionless)
Model gaps D1, D2: 1.0, 2.0 hartree
Model K11, K12, K22: 0.5, 0.3, 0.4 hartree
Model Omega1, Omega2: 1.345372, 2.406237 hartree
Model ground energy, number basis: 0.37580420 hartree
Model zero-point difference: 0.37580420 hartree
Model first-order energy: 0.450000 hartree
Model energy beyond first order: -0.07419580 hartree
F2 bond length: 1.40 angstrom
F2 basis functions: 18 (count)
F2 occupied orbitals: 9 (count)
F2 spatial transitions: 81 (count)
F2 smallest and largest gap D: 0.130797, 26.155428 hartree
F2 smallest and largest Omega: 0.179837, 26.217764 hartree
F2 largest ordered mode shift: 0.262831 hartree
F2 ln det at w = 1 hartree: 3.362083 (dimensionless)
F2 Tr chi0 v at w = 1 hartree: -4.078130 (dimensionless)
Frequency grid points: 60 (count)
F2 half sum of Omega: 284.475006 hartree
F2 half sum of D: 281.892713 hartree
F2 zero-point difference: 2.582293 hartree
F2 log-determinant integral/(2 pi): 2.582293 hartree
F2 first-order term Tr K/2: 2.962878 hartree
F2 trace integral/(2 pi): -2.962878 hartree
F2 E_c from frequency integral: -0.380584 hartree
F2 E_c from plasmon formula: -0.380584 hartree
F2 E_c from spin-resolved transitions: -0.380584 hartree
F2 E_c converted: -10.3562 eV
OK
```
